# Energy of a Néel Wall with Interfacial Antisymmetric Exchange

## 1. The situation and the energy

A thin magnetic film with perpendicular easy axis holds an up domain beside a down domain. Between them the magnetization turns through half a revolution. Without antisymmetric exchange, both senses of turning cost the same, and magnetic charges favour a Bloch wall, in which the magnetization turns within the plane of the wall. An interface that breaks the symmetry between the top and bottom of the film adds an energy that depends on the sense of rotation. How much does it change the wall energy, and when does it turn the wall completely into a Néel wall, whose magnetization rotates in the plane containing the wall normal?

Let $x$ run along the wall normal and $z$ along the film normal. The unit magnetization depends on $x$ only:

$$\mathbf m=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta).$$

The up domain lies at $x\to-\infty$, where $\theta=0$, and the down domain at $x\to+\infty$, where $\theta=\pi$. A prime denotes $d/dx$. The energy per wall area (wall length times film thickness) is

$$\sigma=\int_{-\infty}^{\infty}\!\big[A|\mathbf m'|^2+K_{\rm eff}(1-m_z^2)+K_Dm_x^2+w_D\big]dx, \tag{1}$$

$$w_D=D\,(m_zm_x'-m_xm_z'). \tag{2}$$

Here $A>0$ is the exchange stiffness. $K_{\rm eff}>0$ is the perpendicular anisotropy after subtraction of the demagnetizing energy of the uniform film. $D$ is the antisymmetric exchange constant averaged over the film thickness, in energy per area. Up to Section 6, $D>0$.

The term with $K_D\ge0$ represents wall charges. A varying $m_x$ produces a volume charge proportional to $-m_x'$, and its stray field costs energy. The true cost is nonlocal; equation (1) replaces it by a local density with constant $K_D$. In a film much thinner than the wall, the true charge cost per wall area is nearly independent of the wall width, so the equivalent $K_D$ scales roughly as the inverse width and the minimization below no longer applies exactly as written. With such a fixed cost the width is set by $K_{\rm eff}$ alone, and the wall energy of the example in Section 7 would be about 0.005 mJ/m² lower.

The surface charges of the domains are also treated locally, through $K_{\rm eff}$. In a real film their nonlocal stray field lowers the wall energy further, by an amount that grows with the domain width and can exceed the cost described by $K_D$. For a 1 nm film with saturation magnetization 1.1 MA/m, whose equivalent $K_D$ is close to the value used in Section 7, this lowering is about 1.4 mJ/m² for 0.1 µm stripe domains and 2.5 mJ/m² for 1 µm domains, against a wall-charge cost of 0.32 mJ/m². Equation (1) leaves this contribution out, so the results below are wall energies of the local model.

The result to be derived is

$$\boxed{\sigma=4\sqrt{AK}-\pi D,\qquad K=K_{\rm eff}+K_D} \tag{3}$$

for a fully Néel wall of the favoured sense. The $K$ in this formula includes the wall charges.

## 2. The chiral term in angles

From the components of $\mathbf m$,

$$m_x'=\cos\theta\cos\phi\,\theta'-\sin\theta\sin\phi\,\phi',\qquad m_z'=-\sin\theta\,\theta'.$$

The two products in (2) are therefore

$$m_zm_x'=\cos^2\theta\cos\phi\,\theta'-\sin\theta\cos\theta\sin\phi\,\phi',$$
$$-m_xm_z'=\sin^2\theta\cos\phi\,\theta'.$$

Their sum, with $\cos^2\theta+\sin^2\theta=1$, gives

$$w_D=D\big[\cos\phi\,\theta'-\sin\theta\cos\theta\sin\phi\,\phi'\big]. \tag{4}$$

If $\phi$ is constant through the wall, the second term vanishes and

$$\int w_D\,dx=D\cos\phi\int_0^\pi d\theta=\pi D\cos\phi. \tag{5}$$

The profile $\theta(x)$ has dropped out. A Bloch wall, $\cos\phi=0$, gains nothing. The lowest value, $-\pi D$, belongs to $\phi=\pi$, so $m_x$ is negative at the centre of this up-to-down wall.

For a down-to-up wall $\theta$ runs from $\pi$ to $0$, the integral becomes $-\pi D\cos\phi$, and the favoured angle is $\phi=0$. The in-plane component reverses, but the sense of rotation does not: $w_D=D(\mathbf m\times\mathbf m')_y$, and both favoured walls have negative $(\mathbf m\times\mathbf m')_y$.

## 3. The fully Néel wall

Set $\phi=\pi$. Then $|\mathbf m'|^2=\theta'^2$, $1-m_z^2=\sin^2\theta$ and $m_x^2=\sin^2\theta$. Both anisotropy terms have the same angular form and add:

$$\sigma=\int\big[A\theta'^2+K\sin^2\theta\big]dx-\pi D. \tag{6}$$

Completing the square gives

$$A\theta'^2+K\sin^2\theta=\big(\sqrt A\,\theta'-\sqrt K\sin\theta\big)^2+2\sqrt{AK}\,\sin\theta\,\theta'. \tag{7}$$

The last term is fixed by the end values:

$$2\sqrt{AK}\int_0^\pi\sin\theta\,d\theta=4\sqrt{AK}.$$

The square is nonnegative, so the integral in (6) is at least $4\sqrt{AK}$. It reaches this value when

$$\theta'=\frac{\sin\theta}{\Delta},\qquad\Delta=\sqrt{A/K}. \tag{8}$$

Separation of variables gives $\ln\tan(\theta/2)=x/\Delta$ with the centre at $x=0$, hence

$$\theta=2\arctan e^{x/\Delta},\qquad \sin\theta=\operatorname{sech}\frac x\Delta,\qquad\cos\theta=-\tanh\frac x\Delta. \tag{9}$$

Insertion into (6) proves (3) within the Néel plane. The chiral term lowers the energy without changing $\Delta$, because at fixed $\phi=\pi$ it depends on the end values of $\theta$ alone.

## 4. Can a varying azimuth gain more?

Equation (5) assumed constant $\phi$. To remove this assumption, let $q=1+\cos\phi\ge0$. Then $\cos\phi=q-1$ and $q'=-\sin\phi\,\phi'$, so (4) becomes

$$\frac{w_D}{D}=(q-1)\theta'+\sin\theta\cos\theta\,q'.$$

The product rule turns the last term into

$$\sin\theta\cos\theta\,q'=(\sin\theta\cos\theta\,q)'-(\cos^2\theta-\sin^2\theta)\,q\,\theta'.$$

The terms containing $q\theta'$ collect the factor $1-\cos^2\theta+\sin^2\theta=2\sin^2\theta$. Thus

$$\frac{w_D}{D}=-\theta'+2q\sin^2\theta\,\theta'+(\sin\theta\cos\theta\,q)'. \tag{10}$$

The total derivative integrates to zero because $\sin\theta$ vanishes in both domains:

$$\int w_D\,dx=-\pi D+2D\int(1+\cos\phi)\sin^2\theta\,\theta'\,dx. \tag{11}$$

For a wall in which $\theta$ never decreases, the second term is nonnegative. No variation of $\phi$ can then bring the chiral energy below $-\pi D$.

When $K_D=0$, this settles the minimum among such monotone walls. The exchange energy is $A(\theta'^2+\sin^2\theta\,\phi'^2)\ge A\theta'^2$, so (7) bounds exchange plus anisotropy by $4\sqrt{AK_{\rm eff}}$. The two bounds are reached together by the Néel wall. Tests on 400 monotone walls with random widths and varying azimuths respected the bound $-\pi D$ on the chiral energy and the bound $4\sqrt{AK_{\rm eff}}-\pi D$ on the total energy, within the discretization tolerance.

When $K_D>0$, turning out of the Néel plane saves charge energy, and a threshold appears.

## 5. The competition with wall charges

### 5.1 Constant azimuth

Let $\phi$ be constant and define $c=-\cos\phi$, so that $c=1$ is the favoured Néel wall and $c=0$ a Bloch wall. The anisotropy is now $K_{\rm eff}+K_Dc^2$, and the argument of Section 3 gives

$$\sigma(c)=4\sqrt{A(K_{\rm eff}+K_Dc^2)}-\pi Dc. \tag{12}$$

Its derivatives are

$$\frac{d\sigma}{dc}=\frac{4\sqrt A\,K_Dc}{\sqrt{K_{\rm eff}+K_Dc^2}}-\pi D,\qquad
\frac{d^2\sigma}{dc^2}=\frac{4\sqrt A\,K_DK_{\rm eff}}{(K_{\rm eff}+K_Dc^2)^{3/2}}.$$

For $K_D>0$ the second derivative is positive, so $\sigma(c)$ has one minimum on $-1\le c\le1$. It lies at the end $c=1$ if the slope there is not positive. Since $\sqrt{A/K}=\Delta$, that slope is $4\Delta K_D-\pi D$, and the condition is

$$D\ge D_0=\frac{4\Delta K_D}{\pi}. \tag{13}$$

Below $D_0$ the minimum is a tilted wall. Setting the first derivative to zero and squaring gives

$$16AK_D^2c^2=\pi^2D^2(K_{\rm eff}+K_Dc^2),$$
$$c^2=\frac{\pi^2D^2K_{\rm eff}}{K_D(16AK_D-\pi^2D^2)}. \tag{14}$$

The denominator is positive, because $D<D_0$ implies $\pi^2D^2<16AK_D^2/K<16AK_D$. To obtain the energy, write $Q=16AK_D-\pi^2D^2$. From (14),

$$K_{\rm eff}+K_Dc^2=K_{\rm eff}\Big(1+\frac{\pi^2D^2}{Q}\Big)=\frac{16AK_DK_{\rm eff}}{Q}.$$

Equation (12) then becomes

$$\sigma=\frac{16A\sqrt{K_DK_{\rm eff}}}{\sqrt Q}-\frac{\pi^2D^2}{\sqrt Q}\sqrt{\frac{K_{\rm eff}}{K_D}}
=\sqrt{\frac{K_{\rm eff}}{K_D}}\,\sqrt Q,$$

$$\sigma_{\rm tilt}=4\sqrt{AK_{\rm eff}}\sqrt{1-\frac{\pi^2D^2}{16AK_D}}. \tag{15}$$

At $D=0$ this is the Bloch energy $4\sqrt{AK_{\rm eff}}$. For small $D$ the energy falls quadratically, because the wall must first tilt before the chiral term can act. The linear law (3) begins once the tilt is complete.

### 5.2 Stability against a varying tilt

The exact stability limit of the Néel wall follows from small deviations $\phi=\pi+\psi(x)$. The energy is unchanged by $m_y\to-m_y$, so it is even in $\psi$. There is no first-order term in $\psi$ and no second-order coupling to a change in $\theta$.

To second order, $1+\cos\phi=\psi^2/2$ and $\cos^2\phi=1-\psi^2$. Equation (11) supplies the chiral part, and the energy change is

$$\delta\sigma=\int\sin^2\theta\,\big[A\psi'^2+(D\theta'-K_D)\psi^2\big]dx. \tag{16}$$

Let $s=\operatorname{sech}(x/\Delta)=\sin\theta$ and $u=s\psi$, which is $-m_y$ to first order. Since $s\psi'=u'-(s'/s)u$,

$$s^2\psi'^2=u'^2-\frac{s'}{s}(u^2)'+\Big(\frac{s'}{s}\Big)^2u^2.$$

Integrating the middle term by parts for localized $u$ gives $+(s'/s)'u^2=[s''/s-(s'/s)^2]u^2$. The squares of $s'/s$ cancel, leaving $u'^2+(s''/s)u^2$. With $s''=(s-2s^3)/\Delta^2$ and $A/\Delta^2=K$,

$$\delta\sigma=\int\Big\{Au'^2+\Big[K(1-2s^2)+\frac D\Delta s-K_D\Big]u^2\Big\}dx. \tag{17}$$

The wall is stable against tilting when the lowest eigenvalue $\lambda$ of the operator

$$-A\frac{d^2}{dx^2}+K(1-2s^2)+\frac D\Delta s-K_D \tag{18}$$

is positive. The threshold $D_c$ is the value of $D$ at which $\lambda=0$. Because $s>0$, $\lambda$ rises with $D$ as long as it belongs to a localized mode. It cannot exceed the continuum edge $K-K_D=K_{\rm eff}$, which it reaches only above the limit $D_{\max}$ of Section 6.

A uniform tilt has constant $\psi$, hence $u\propto s$. Equation (16) with $\psi=1$, together with $\int s^3dx=\pi\Delta/2$ and $\int s^2dx=2\Delta$, gives

$$\delta\sigma=\frac{\pi D}{2}-2\Delta K_D,$$

which vanishes at $D_0$. For $D>0$ this trial function is not an eigenfunction of (18), since the operator turns $s$ into $(Ds/\Delta-K_D)s$. The true lowest eigenvalue at $D_0$ is therefore negative, and $D_c>D_0$ when $K_D>0$. The wall loses stability through a nonuniform tilt.

Changes of $\theta$ within the Néel plane cannot lower the energy, by (7). Thus $D>D_c$ ensures local stability, apart from free translation of the wall. For $K_D>0$ this derivation does not prove that the Néel wall is the global minimum over all varying azimuths. Numerical relaxations from different starts support that claim for the example below.

## 6. Other signs and the upper limit

The replacement $m_x\to-m_x$ reverses $w_D$ and leaves the other terms unchanged. For $D<0$ the favoured sense therefore reverses, and (3) holds with $|D|$ in place of $D$.

For $D>0$ the unfavoured Néel wall has energy $4\sqrt{AK}+\pi D$. It is stationary but unstable: its energy change under a uniform tilt follows from $D\to-D$ and equals $-\pi D/2-2\Delta K_D$ for $\psi=1$, which is negative.

The fully Néel wall of the favoured sense costs energy as long as

$$D<D_{\max}=\frac{4\sqrt{AK}}\pi. \tag{19}$$

Above this value, inserting well-separated walls of the favoured sense lowers the energy of a uniform film. Equation (3) still gives the energy of one isolated wall of the form (9), but a uniform domain on either side is no longer the lowest-energy background. The statement concerns energies; it does not show that the uniform state is unstable to small disturbances. It also belongs to the local model: in a real film the stray field of the surface charges can favour domains at smaller $D$.

If $K_D$ exceeds about $13K_{\rm eff}$ (the ratio in the example of Section 7 is 0.06), so that $D_c>D_{\max}$, the Néel wall is still unstable to tilting when its energy reaches zero. A tilted wall then has negative energy already slightly below $D_{\max}$, so (19) is no longer the limit for the uniform film.

## 7. Worked example

The following are round model parameters, not data for a material:

- $A=15$ pJ/m
- $K_{\rm eff}=0.50$ MJ/m³
- $K_D=0.03$ MJ/m³
- $D=1.00$ mJ/m²

The Néel-plane anisotropy is $K=0.50+0.03=0.53$ MJ/m³. The width parameter is

$$\Delta=\sqrt{\frac{15\times10^{-12}}{0.53\times10^6}}\ {\rm m}=5.32\ {\rm nm}.$$

The two energy parts are

$$4\sqrt{AK}=4\sqrt{(15\times10^{-12})(0.53\times10^6)}\ {\rm J/m^2}=11.278\ {\rm mJ/m^2},$$

$$\pi D=3.142\ {\rm mJ/m^2}.$$

Their difference, taken before rounding, is $\sigma=8.137$ mJ/m², or $5.23\times10^{-6}$ hartree/bohr². Using $K_{\rm eff}$ in place of $K$ would give $10.9545-3.1416=7.8129$ mJ/m², which is 4% below the correct model value. The unfavoured sense costs $11.278+3.142=14.420$ mJ/m².

The constant-azimuth threshold is

$$D_0=\frac{4(5.32\ {\rm nm})(0.03\ {\rm MJ/m^3})}{\pi}=0.2032\ {\rm mJ/m^2}.$$

The operator (18) gives $D_c=0.2037$ mJ/m², about 0.2% higher than $D_0$. The simple estimate is thus sufficient here. The upper limit is $D_{\max}=11.278/\pi=3.59$ mJ/m², so the chosen $D$ lies well inside the fully Néel range. Its lowest tilt eigenvalue is $+0.116$ MJ/m³.

At $D=0.10$ mJ/m² the eigenvalue is $-0.015$ MJ/m³, and the Néel wall is unstable. Equation (14) gives $c=0.481$, so the magnetization at the wall centre is about $61^\circ$ away from the favoured Néel direction. The energies are 10.964 mJ/m² for the Néel wall and 10.879 mJ/m² for the tilted wall. Applying (3) here would overestimate the wall energy by 0.085 mJ/m².

A relaxation with freely varying spin directions also gives 10.879 mJ/m², with a largest $|m_x|$ of 0.483. The nonuniformity of the tilt has little effect on the energy in this case.

## 8. Use in a discrete calculation

For unit vectors $\mathbf m_i$ at spacing $h$, a direct discretization of (1) is

$$\sigma_h=\sum_i\Big[\frac Ah|\mathbf m_{i+1}-\mathbf m_i|^2+D(m_{z,i}m_{x,i+1}-m_{x,i}m_{z,i+1})\Big]$$
$$\qquad+h\sum_i\big[K_{\rm eff}(1-m_{z,i}^2)+K_Dm_{x,i}^2\big]. \tag{20}$$

The leading spacing error for the favoured Néel wall can be found explicitly. Let $\delta_i=\theta_{i+1}-\theta_i$. A bond contributes

$$\frac{2A}{h}(1-\cos\delta_i)-D\sin\delta_i
\simeq\frac Ah\Big(\delta_i^2-\frac{\delta_i^4}{12}\Big)-D\Big(\delta_i-\frac{\delta_i^3}{6}\Big).$$

About the bond midpoint, $\delta_i\simeq h\theta'+h^3\theta'''/24$. For a smooth wall much wider than $h$, sums may be replaced by integrals at this order. The exchange correction is

$$\frac{Ah^2}{12}\int(\theta'\theta'''-\theta'^4)\,dx
=-\frac{Ah^2}{12}\int(\theta''^2+\theta'^4)\,dx,$$

where the first term was integrated by parts. From (9), $\theta'=s/\Delta$ and $\theta''=-s\tanh(x/\Delta)/\Delta^2$. The two integrals are $2/(3\Delta^3)$ and $4/(3\Delta^3)$, so the correction is $-Ah^2/(6\Delta^3)$.

In the chiral part, the sum of $\delta_i$ is $\pi$. The cubic term adds

$$\frac{Dh^2}{6}\int\theta'^3dx=\frac{\pi Dh^2}{12\Delta^2}.$$

Since the continuum wall is stationary, its small adjustment to the grid changes the energy only at higher order in $h$. With $A/\Delta=\sqrt{AK}$, the total is

$$\sigma_h-\sigma\simeq\frac{h^2}{12\Delta^2}\big(\pi D-2\sqrt{AK}\big). \tag{21}$$

For the main example at $h=0.5$ nm, $2\sqrt{AK}=5.639$ mJ/m², and

$$\sigma_h-\sigma\simeq\frac{0.25}{12(5.32)^2}(3.142-5.639)\ {\rm mJ/m^2}=-0.0018\ {\rm mJ/m^2}.$$

The relaxed chain has $\sigma_h=8.1349$ mJ/m², which is 0.0018 mJ/m² below the continuum value, as predicted. Because the leading error is quadratic in $h$, results at $h$ and $h/2$ can be combined as $(4\sigma_{h/2}-\sigma_h)/3$. With spacings of 0.5 and 0.25 nm this gives 8.1367 mJ/m², in agreement with (3) to the digits shown.

If the relaxation is to find the favoured sense or a tilt by itself, the initial state needs a nonzero $m_y$. An exactly planar wall of the unfavoured sense has no torque out of its plane, so a gradient method can remain on that unstable branch. A Bloch start avoids this. In the example, a start only 0.1 rad from the unfavoured sense reached the same final energy as the Bloch start after small downhill steps had carried it away from the saddle. Convergence should be judged by the remaining torque on each spin as well as by the energy. The remaining values are in the numerical output.

## Table of computed values

```
Exchange stiffness A = 15.0 pJ/m
Effective anisotropy K_eff = 0.50 MJ/m^3
Wall-charge constant K_D = 0.03 MJ/m^3
Neel-plane anisotropy K = 0.53 MJ/m^3
Antisymmetric exchange D = 1.00 mJ/m^2
Width parameter Delta, formula = 5.320 nm
Width parameter, relaxed chain = 5.319 nm
4 sqrt(A K) = 11.2783 mJ/m^2
4 sqrt(A K_eff) = 10.9545 mJ/m^2
pi D = 3.1416 mJ/m^2
Wall energy, formula = 8.1367 mJ/m^2
Wall energy, relaxed and extrapolated = 8.1367 mJ/m^2
Wall energy, formula = 5.2262e-06 hartree/bohr^2
Spacing 0.5 nm, from Bloch start = 8.134864 mJ/m^2
Spacing 0.5 nm, from unfavoured start = 8.134864 mJ/m^2
Unfavoured sense, direct energy = 14.4198 mJ/m^2
Threshold estimate 4 Delta K_D/pi = 0.20321 mJ/m^2
Threshold from stability operator = 0.20368 mJ/m^2
Upper limit 4 sqrt(A K)/pi = 3.5900 mJ/m^2
Lowest tilt eigenvalue at D = 1.00 mJ/m^2: 0.1158 MJ/m^3
Weak D = 0.10 mJ/m^2
Lowest tilt eigenvalue at weak D = -0.0153 MJ/m^3
Weak D, Neel-wall energy = 10.9641 mJ/m^2
Weak D, constant-azimuth energy = 10.8791 mJ/m^2
Weak D, relaxed energy = 10.8790 mJ/m^2
Weak D, -cos(phi) from formula = 0.481 (no unit)
Weak D, largest |m_x| in relaxed wall = 0.483 (no unit)
```
